Absorption cross section from the polarizability: work and forward scattering, part 2

A small isotropic target at the origin, such as an atom, takes energy out of a weak monochromatic light wave. The problem is to find how much of this energy is absorbed and how much is scattered, using the fields on a large sphere around the target.

The algebra uses Gaussian atomic units: the electron's charge and mass and ħ are 1. Oscillating quantities are real parts of complex amplitudes with the time factor exp(−iωt), ω > 0. The incident wave is

E(r,t) = Re[E₀ e exp(ikz − iωt)],

with k = ω/c, direction ẑ, e*·e = 1, e·ẑ = 0 and intensity I = c|E₀|²/(8π). The target's size a satisfies ka ≪ 1. The induced dipole has amplitude d = αE₀e, where α is the response to the incident field alone. On the sphere, n is the outward unit vector and μ = n·ẑ.

A cross section is a power divided by I. Part (a) found from the work of the incident wave

σ_ext = (4πω/c) Im α.

Part (b) left out emission by the target. For a ground state |0⟩, excitation energies ωₙ and dipole matrix elements Dₙ = ⟨n|D|0⟩ along the polarization, it found, with η → 0 from above,

α(ω) = Σₙ |Dₙ|² [ 1/(ωₙ−ω−iη) + 1/(ωₙ+ω+iη) ],
σ = (4π²ω/c) Σₙ |Dₙ|² δ(ω−ωₙ).

The second line is also the golden-rule result. In these sums n labels states.

The example is nonrelativistic hydrogen with a fixed nucleus, in its 1s state, with ionization energy 13.6057 eV. In ordinary units k = ħω/ħc, with ħc = 1973.27 eV Å. At 20 eV, σ_ext = 0.02212 Å².

The computed results at the end also list a weak pulse, treated earlier. Its energy gain is

ΔE = ∫₀^∞ σ(ω)F(ω)dω,

where the integral of F(ω) over ω > 0 is the fluence, the pulse's energy per area.

**(e) Find the far field of the dipole. Then find the energy flux due to its interference with the incident wave, and relate it to the forward scattering amplitude.**

Solution. The current integrated over the target is ḋ, with amplitude −iωd. The retarded vector potential of a small source is therefore

A = (1/c)(−iωd) exp(ikr)/r = −ik d exp(ikr)/r.

At large r, a derivative acts on the phase and gives ikn. Hence B_s = ∇×A = ikn×A, and

B_s = k² (n×d) exp(ikr)/r.

In empty space ∇×B = (1/c)∂E/∂t, which reads ikn×B_s = −ikE_s. So E_s = −n×B_s, and expanding the double cross product gives

E_s = k² [d − n(n·d)] exp(ikr)/r.

The scattering amplitude f(n) is defined by E_s = E₀ f exp(ikr)/r. In the forward direction n = ẑ, and ẑ·d = 0 because the wave is transverse. The amplitude there is f(ẑ) = k²αe, so

e*·f(ẑ) = k²α.

The total field is the sum of the incident and scattered fields. The flux contains a purely incident part, which has no net flow through a closed sphere, a purely scattered part, and a mixed part. The mean mixed flux density along n is

S = (c/8π) Re{ n·[E_i×B_s* + E_s×B_i*] }.

Use B_s = n×E_s and B_i = ẑ×E_i. In the first product

n·[E_i×(n×E_s*)] = E_i·E_s* − (n·E_s*)(n·E_i) = E_i·E_s*,

since the far field is transverse, n·E_s = 0. In the second product

n·[E_s×(ẑ×E_i*)] = μ E_s·E_i* − (n·E_i*)(ẑ·E_s).

The real parts of E_i·E_s* and E_s·E_i* are equal, so

S = (c/8π) Re[ (1+μ)E_s·E_i* − (n·E_i*)(ẑ·E_s) ].

Now insert the dipole field. Both terms contain the common factor

k²α|E₀|² exp[ikr(1−μ)]/r.

The remaining factor of E_s·E_i* is e*·[e − n(n·e)] = 1 − |n·e|². In the last term, ẑ·[e − n(n·e)] = −μ(n·e), so with its minus sign the term contributes +μ|n·e|². The sum is

(1+μ)(1−|n·e|²) + μ|n·e|² = 1 + μ − |n·e|².

Averaged around the beam axis, |n·e|² is half of the squared transverse component of n, that is ½(1−μ²). The averaged angular factor is

g(μ) = 1 + μ − ½(1−μ²) = ½(1+μ)².

The area element is r² times dμ times the azimuthal angle, whose full range is 2π. The outward mixed power divided by I is therefore

W_mix/I = 2πrk² Re{ α J }, J = ∫₋₁¹ g(μ) exp[ikr(1−μ)]dμ.

Integrate by parts. The integral of exp[ikr(1−μ)] over μ is (i/kr) exp[ikr(1−μ)], since 1/(−i) = i. So

J = (i/kr) { g(1) − g(−1)exp(2ikr) − ∫₋₁¹ g′(μ) exp[ikr(1−μ)]dμ }.

The last integral is itself of order 1/(kr), as a second integration by parts shows. The backward end drops out because g(−1) = 0, and g(1) = 2. Thus J → 2i/(kr), and

W_mix/I → 2πrk² Re[2iα/(kr)] = 4πk Re(iα) = −4πk Im α.

The negative sign means that energy flows inward. The fields left out of the far-field formulas are smaller by 1/(kr). They meet the same rapidly varying phase, so their contribution vanishes as r grows. The energy removed from the beam therefore gives

σ_ext = 4πk Im α = (4πω/c) Im α.

In terms of the forward amplitude, with α = e*·f(ẑ)/k², this is the optical theorem:

σ_ext = (4π/k) Im[e*·f(ẑ)].

The theorem does not depend on the dipole pattern. For any smooth transverse amplitude f, the expression for S has the same two ends. In the forward direction n·e* = 0 and the angular factor is 2e*·f(ẑ). In the backward direction both 1+μ and n·e* vanish. The integration by parts then gives W_mix/I = Re[2πr · 2i e*·f(ẑ)/(kr)] = −(4π/k) Im[e*·f(ẑ)].

The forward direction matters because the scattered wave keeps a fixed phase relative to the incident wave only near it. The loss appears as a weakening of the beam behind the target.

The limit of large r also gives the mixed power at finite r. Outside the dipole there are no charges, so no work is done there on average, and the mean mixed flux is the same through every enclosing sphere. The numerical check integrates the complete dipole fields over spheres of radius 2/k and 15/k and confirms this.

**(f) Find the power that leaves in the scattered wave, and hence the energy actually absorbed.**

Solution. The scattered wave alone has the outward flux density (c/8π)|E_s|². Its amplitude satisfies

|E_s|² = k⁴|α|²|E₀|² (1−|n·e|²)/r².

Over all directions the average of |n·e|² is 1/3, so the integral of 1−|n·e|² over solid angle is 4π(1−1/3) = 8π/3. Division by I gives

σ_sc = (8π/3) k⁴|α|².

The net energy flowing into the sphere is what the wave loses minus what leaves as scattered light:

σ_abs = σ_ext − σ_sc = 4πk Im α − (8π/3)k⁴|α|².

The formula (4πω/c) Im α thus gives the absorption cross section if "absorption" means loss from the beam. If it means energy not returned as light of the same frequency, the formula holds when

σ_sc/σ_ext = (2/3)k³|α|²/Im α ≪ 1.

Light re-emitted at another frequency counts as absorbed here, because |α|² describes only the dipole oscillating at ω.

A target that supplies no energy has σ_abs ≥ 0, and so Im α ≥ (2/3)k³|α|². A polarizability that is real and nonzero cannot satisfy this. Such a real α is an approximation that leaves out the energy lost by radiation.

For hydrogen at 20 eV, Re α = −0.336128 Å³ and Im α = 0.173674 Å³, so |α|² = 0.14314 Å⁶. The wave number is k = 20/1973.27 = 0.010135 Å⁻¹, and

σ_sc = (8π/3)(0.010135)⁴(0.14314) ≈ 1.27×10⁻⁸ Å².

This is about 6×10⁻⁷ of the extinction cross section, 0.02212 Å². The absorbed energy goes into freeing the electron, 13.6 eV, and into its kinetic energy, 6.4 eV. Here the distinction between extinction and absorption has no practical effect.

**(g) The calculation in part (b) left out emission by the target. Find how the dipole's own radiation changes the polarizability and the absorption.**

Solution. Let α₀ be the response to the total field acting on the target, apart from the singular near field, which is treated as part of the target's own structure. The part of the dipole's field that stays finite at the origin is needed.

Outside the source, E = (i/k)∇×B with B = ∇×A and A = −ikdG, where G = exp(ikr)/r. The factors combine as (i/k)(−ik) = 1, so

E_s = ∇×∇×(dG) = ∇(∇·(dG)) − d∇²G = ∇(∇·(dG)) + k²dG,

because ∇²G = −k²G away from the origin. Split G into cos(kr)/r, which gives the singular near field, and i sin(kr)/r, which is smooth:

i sin(kr)/r = i(k − k³r²/6 + …).

The constant ik contributes k²·ikd = ik³d through the second term. Since ∇(∇·(dr²)) = ∇(2d·r) = 2d, the quadratic part contributes −(ik³/6)(2d) = −ik³d/3 through the first term. At the origin these add to the radiation-reaction field

E_rr = (2i/3)k³ d.

The dipole responds to the sum of this field and the incident one:

d = α₀[E₀e + (2i/3)k³d].

Insert d = αE₀e and divide by αα₀E₀:

1/α = 1/α₀ − (2i/3)k³.

For any complex number, Im(1/α) = −Im α/|α|². Taking imaginary parts and changing signs gives

Im α/|α|² = Im α₀/|α₀|² + (2/3)k³.

Multiply by 4πk|α|². The left side is σ_ext and the last term is σ_sc, so the middle term is the absorption:

σ_abs = 4πk Im α₀ |α/α₀|² = 4πk Im α₀/|1 − (2i/3)k³α₀|².

When k³|α₀| ≪ 1 the denominator is close to 1 and σ_abs reduces to (4πω/c) Im α₀, the golden-rule result. A strong scatterer shows the difference. Take a model dipole with k³α₀ = 0.4 + 0.9i. Then

1 − (2i/3)(0.4+0.9i) = 1.6 − 0.267i,

whose squared size is 2.631. This gives k²σ_abs = 4π × 0.9/2.631 = 4.30, while 4πk³ Im α₀ alone is 11.3. Integration of the fields over the sphere gives 7.387 for extinction and 3.089 for scattering in the same units, and their difference is 4.298.

**(h) Apply these results to the 1s–2p line of hydrogen, first with radiation as the only loss and then with another loss added. When is absorption largest?**

Solution. Let ω₀ be the transition energy and z² the squared dipole matrix element for one polarization direction. Keeping one level in the α of part (b) and adding the fractions gives z²·2ω₀/(ω₀²−ω²). A loss other than radiation of the same frequency is modelled by a width γₓ:

α₀ = 2ω₀z²/(ω₀² − ω² − iγₓω).

With radiation reaction, part (g) gives

1/α = [ω₀² − ω² − iγₓω − (4i/3)ω₀z²k³]/(2ω₀z²).

At ω = ω₀, where k = k₀ = ω₀/c, the last term in the bracket has the form −iγᵣω₀, with the radiative width

γᵣ = (4/3)k₀³z² = 4ω₀³z²/(3c³).

The total width is γ = γₓ + γᵣ, and at the peak

α(ω₀) = 2ω₀z²/(−iγω₀) = 2iz²/γ.

From the definition of γᵣ, z² = 3γᵣ/(4k₀³). The cross sections at the peak are

σ_ext = 4πk₀(2z²/γ) = (6π/k₀²)(γᵣ/γ),
σ_sc = (8π/3)k₀⁴(4z⁴/γ²) = (6π/k₀²)(γᵣ/γ)²,
σ_abs = σ_ext − σ_sc = (6π/k₀²)(γᵣγₓ/γ²).

The scattered share of the extinction is γᵣ/γ. If radiation is the only loss, all the energy taken from the beam is radiated again and σ_abs = 0.

To find the largest absorption at fixed γᵣ, differentiate γₓ/(γᵣ+γₓ)² with respect to γₓ. The result is (γᵣ−γₓ)/(γᵣ+γₓ)³, which changes from positive to negative at γₓ = γᵣ. There σ_abs = (6π/k₀²)/4. With a smaller loss, more than half of the energy taken from the wave is scattered. With a larger one, the dipole is damped so that it takes less than half of what it would take without the loss.

For hydrogen the computed transition energy is 10.2043 eV and the radiative width is 4.126×10⁻⁷ eV. The wave number is k₀ = 10.2043/1973.27 = 0.0051713 Å⁻¹, so

6π/k₀² = 18.850/(0.0051713)² ≈ 7.05×10⁵ Å².

For three values of γₓ/γᵣ the peak cross sections, in Å², are:

0: extinction 7.05×10⁵, scattering 7.05×10⁵, absorption 0
1: extinction 3.52×10⁵, scattering 1.76×10⁵, absorption 1.76×10⁵
99: extinction 7049, scattering 70, absorption 6978

In the last case (4πω/c) Im α exceeds the true absorption by 1% of the latter. In the first case it describes scattering alone. These values are for a spinless model atom at rest, and they are not the peak values of real hydrogen. Fine structure splits 2p by 4.5×10⁻⁵ eV, about 110 radiative widths, into lines with 2/3 and 1/3 of the strength. This alone lowers the three peak extinctions to about 4.7×10⁵, 2.35×10⁵ and 5.1×10³ Å². The 1s hyperfine splitting, 5.9×10⁻⁶ eV, and the rms Doppler width at 300 K, 5×10⁻⁵ eV, also exceed the radiative width. The light must also be weak enough that the excited population stays small. In stronger light the response is no longer linear and α does not describe it.

The golden rule remains useful for the area of the line. For one level, part (b) gives

∫σ dω = 4π²ω₀z²/c.

The broadened α₀ has the same area. Its cross section (4πω/c) Im α₀ integrates to (8πω₀z²/c)K, where

K = ∫₀^∞ γₓω² dω/[(ω₀²−ω²)² + γₓ²ω²] = ∫₀^∞ γₓ dω/(v² + γₓ²), v = ω − ω₀²/ω.

The substitution ω → ω₀²/ω changes v to −v and dω to (ω₀²/ω²)dω, with the limits restored to their order. Adding the two forms of K, and using dv = (1+ω₀²/ω²)dω, gives

2K = ∫₋∞^∞ γₓ dv/(v² + γₓ²) = π.

Thus K = π/2 and the area is 4π²ω₀z²/c for any γₓ > 0 in this model. With a width of 0.1 eV, numerical integration gives 0.45682 eV Å², equal to the golden-rule value to these digits. This is the area of (4πω/c) Im α₀, which leaves out radiation reaction. For a narrow line, ω and k stay close to ω₀ and k₀ across it, so the radiation term in the bracket of 1/α acts as −iγᵣω, and α has the form of α₀ with γ in place of γₓ. The extinction line then has nearly this same area, fixed by ω₀ and z², and the loss changes only its height and width. This refers to the integral across the line. Carried over all ω, the formula with the k³ term gives twice this area, and the extra half comes from very high frequencies, where ka ≪ 1 fails and the model has no meaning. The absorption is the share γₓ/γ of the extinction, so its area does depend on the loss and vanishes when γₓ = 0.

Computed results

```
hbar c = 1973.270 eV A
ionization energy = 13.6057 eV
static polarizability = 0.66683 A^3
Hydrogen above threshold:
photon energy = 14.0 eV
  Re alpha = -0.616593 A^3
  Im alpha = 0.655169 A^3
  sigma from Im alpha   = 0.0584123 A^2
  sigma by golden rule  = 0.0584123 A^2
  elastic scattering    = 1.718e-08 A^2
  k times Bohr radius   = 0.00375
photon energy = 20.0 eV
  Re alpha = -0.336128 A^3
  Im alpha = 0.173674 A^3
  sigma from Im alpha   = 0.0221202 A^2
  sigma by golden rule  = 0.0221202 A^2
  elastic scattering    = 1.266e-08 A^2
  k times Bohr radius   = 0.00536
photon energy = 40.0 eV
  Re alpha = -0.078533 A^3
  Im alpha = 0.012013 A^3
  sigma from Im alpha   = 0.0030601 A^2
  sigma by golden rule  = 0.0030601 A^2
  elastic scattering    = 8.928e-09 A^2
  k times Bohr radius   = 0.01073
Weak pulse on hydrogen:
  centre = 20.0 eV, rms spread = 0.6 eV
  peak field = 0.005 V/A
  fluence = 2.84737e-04 eV/A^2
  energy gain, propagated     = 6.32746e-06 eV
  energy gain from Im alpha   = 6.32747e-06 eV
  gain / fluence = 0.022222 A^2
Model dipole, flux through a sphere (no units):
  k^3 alpha0 = 0.40+0.90j, k^3 alpha = 0.15203+0.58784j
  k^2 sigma: ext 7.38699, sc 3.08853, abs 4.29846
Hydrogen 1s-2p line:
  energy = 10.2043 eV
  wavelength = 1215.02 A
  squared dipole |z|^2 = 0.155396 A^2
  radiative width = 4.1259e-07 eV
  peak cross sections in A^2, by loss/radiative width:
     0: ext 7.0487e+05, sc 7.0487e+05, abs 0.0000e+00
     1: ext 3.5244e+05, sc 1.7622e+05, abs 1.7622e+05
    99: ext 7.0487e+03, sc 7.0487e+01, abs 6.9782e+03
  width ratio of largest absorption = 1.00
  loss width for line area = 0.1 eV
  line area from Im alpha  = 0.456822 eV A^2
  line area by golden rule = 0.456822 eV A^2
```
